Suppressor Coverage, Inductive Impedance and Negative Differential Resistance in Plating

**1. A case simple enough to see through**

A suppressor covers a fraction θ of an electrode, and metal deposits on the bare part alone. The drive η is the overpotential counted positive for deposition, and the current density j is also counted positive for deposition. Take

j = J(1−θ) exp[a(η−η_h)].

Suppressor adsorbs on bare surface at rate k_a(1−θ) and desorbs at rate k_a θ exp[b(η−η_h)]. At η = η_h the two rates balance at θ = ½.

Raise η by a small step δη. Coverage cannot jump, so the current first rises by (aJ/2)δη. The coverage then relaxes. In the steady state (1−θ)/θ = exp[b(η−η_h)], whose derivative at θ = ½ gives −4δθ = bδη. The change δθ = −bδη/4 adds −Jδθ = (bJ/4)δη to the current. The final slope is

dj/dη = J(a/2 + b/4).

If b = 2a, desorption slowly doubles the first response. Current that keeps growing after the voltage has stopped changing lags behind it, as in an inductor. If b = −2a, drive slows desorption, coverage rises, and the final slope is zero; a more negative b makes it negative. But now the current decays after its first jump, which is capacitive behaviour.

So in this case the inductive response and the negative slope need opposite signs of b. With a single coverage variable, they can occur together only if some further mechanism reverses the relaxation.

**2. One coverage variable in general**

Let the surface be uniform, with fixed concentrations next to it:

j = j(η,θ),  dθ/dt = g(η,θ).

Subscripts η and θ denote partial derivatives at a steady state. Assume j_η > 0: at frozen coverage, more drive gives more current. Define

k = −g_θ,  B = j_θ g_η.

A small disturbance of coverage at fixed potential obeys dδθ/dt = −kδθ, so k is the relaxation rate under potential control. It may be negative.

For disturbances proportional to exp(iωt),

iω δθ = g_η δη − k δθ,  hence δθ = g_η δη/(iω+k).

Substitution in δj = j_η δη + j_θ δθ gives the faradaic admittance

Y = δj/δη = j_η + B/(iω+k).

The second term is the admittance of a branch R_L + iωL with

L = 1/B,  R_L = k/B.

No magnetic energy is involved: L expresses the delay of the coverage.

Now hold the current fixed. Then 0 = j_η δη + j_θ δθ, so δη = −j_θ δθ/j_η, and

dδθ/dt = g_η δη − kδθ = −(k + B/j_η)δθ.

The relaxation rate under current control is therefore

κ = k + B/j_η.

At zero frequency the conductance is

G = j_η + B/k = (j_η k + B)/k = j_η κ/k.

Since j_η > 0, G is negative when k and κ have opposite signs, and otherwise not (k = 0 and κ = 0 are set aside). This is negative differential resistance, NDR.

**3. The loop and its sign**

Multiply numerator and denominator of 1/Y by iω+k, and write R_t = 1/j_η:

Z = (iω+k)/[j_η(iω+k)+B] = R_t(iω+k)/(iω+κ).

Multiplying by the conjugate of the denominator separates the parts:

Re Z = R_t(ω²+kκ)/(ω²+κ²),

Im Z = R_t(κ−k)ω/(ω²+κ²).

With the time factor exp(+iωt), positive reactance is inductive. The loop is inductive when κ > k, which is the same as B > 0. Combined with the condition on G, this leaves two kinds of NDR:

inductive: k < 0 < κ,

capacitive: κ < 0 < k.

The first state is unstable at fixed potential and stable at fixed current; the second is the reverse. An ordinary inductive loop, with k > 0 and B > 0, has κ > k > 0 and hence positive dc resistance. Within a one-variable model, adsorption relaxation that is stable at fixed potential cannot give both effects.

The zero-frequency resistance is R_p = R_t k/κ. Since R_p − R_t = R_t(k−κ)/κ, the impedance is also

Z = R_t + (R_p−R_t)/(1+iω/κ).

This is a semicircle between R_t at high frequency and R_p at zero frequency. The factor ω/(ω²+κ²) is largest at ω = |κ|, where the height is |R_t−R_p|/2. An ordinary inductive loop has 0 < R_p < R_t, so its height stays below R_t/2. With NDR, R_p is negative and the height exceeds R_t/2. The real part is then negative below

ω_neg = √(−kκ).

Two limits show how the regimes join. As k falls to zero at fixed B > 0, R_p tends to zero: the steady current-potential curve becomes vertical. When k passes through zero, R_p becomes negative. If instead κ tends to zero at nonzero k, R_p diverges and the steady curve is horizontal.

**4. Double layer and series resistance**

A constant double-layer capacitance C adds iωC to the admittance, so that

Im Y_tot = ω[C − B/(ω²+k²)].

Because Im Z = −Im Y/|Y|², the total reactance is inductive when B > C(ω²+k²). An inductive part exists only if B > Ck², and it lies below

ω_c = √(B/C−k²).

Let a source at potential V feed the interface through a resistance R_s, referred to unit area:

C dη/dt = (V−η)/R_s − j(η,θ).

Linearized together with the coverage equation, this gives the matrix

[ −(1/R_s+j_η)/C   −j_θ/C ]
[ g_η         −k ]

Both eigenvalues have negative real parts when the trace is negative and the determinant is positive:

k + (1/R_s+j_η)/C > 0,

k(1/R_s+j_η) + B > 0.

Since j_η k + B = j_η κ, the second condition becomes

k/R_s + j_η κ > 0.

For inductive NDR, k is negative. Division by |k| gives 1/R_s < j_η κ/|k| = 1/|R_p|, so R_s must exceed |R_p|. The trace condition must hold as well; it does if the double layer charges fast enough. For capacitive NDR, k is positive and κ negative, and the same inequality gives R_s < |R_p|; the trace condition then holds by itself. If both k and κ are negative, the determinant is negative for every R_s > 0, and no series resistor stabilizes the state.

**5. A rate law for the suppressor**

In the algebra put e = k_B = 1, so that potential and temperature are both energies. Let covered surface keep a fraction ε of the bare activity, with 0 < ε < 1, and write s = 1−ε:

j = J(1−sθ) exp[a(η−η_h)].

Let neighbouring suppressor molecules hold one another on the surface. In a mean-field description the desorption rate falls as coverage rises:

g = k_a{1−θ−θX},  X = exp[b(η−η_h)−γ(θ−½)].

Here γ measures the cooperation, a = 1/(2T), and b measures how drive changes desorption. Positive b means that drive removes suppressor.

In the steady state θX = 1−θ. Let r = k_a(1−θ) be the common rate of adsorption and desorption. Then

g_η = −k_a bθX = −br.

For the other derivative, X itself depends on θ through −γθ:

g_θ = k_a(−1−X+γθX)
 = k_a[−1−(1−θ)/θ+γ(1−θ)]
 = −k_a/θ + γr.

With k_a = r/(1−θ) this gives

k = r[1/(θ(1−θ))−γ].

The current has j_η = aj. Put Δj = −j_θ = sJ exp[a(η−η_h)], the difference between the current densities of bare and covered surface. Two negative signs cancel in

B = (−Δj)(−br) = brΔj.

Thus b > 0 gives an inductive response and b < 0 a capacitive one. The dc conductance is

G = aj + bΔj/[1/(θ(1−θ))−γ].

**6. When NDR appears**

First let b > 0. NDR needs a negative denominator whose term outweighs aj. Using Δj/j = s/(1−sθ), the condition is

0 < γ−1/(θ(1−θ)) < (b/a)s/(1−sθ).

The left inequality makes the coverage self-accelerating at fixed potential. The right one makes its effect on the current large enough. Since θ(1−θ) is at most ¼, γ > 4 is necessary. At a given coverage it is not sufficient. Somewhere on the curve it is: where γ only just exceeds 1/(θ(1−θ)), the middle term is as small as we like, while the right side stays above (b/a)s.

The steady state can be written as

b(η−η_h) = ln[(1−θ)/θ] + γ(θ−½),

with derivative

b dη/dθ = γ−1/(θ(1−θ)).

For γ > 4 this vanishes when θ²−θ+1/γ = 0, which gives the folds

θ = ½[1±√(1−4/γ)].

Between them lies the middle branch, with k < 0. For potentials between the folds there are three steady coverages.

Now let b < 0 and γ = 0. Then k > 0, and G < 0 requires

|b|/a > F(θ) = (1−sθ)/[sθ(1−θ)].

F grows without bound at both ends of 0 < θ < 1, so it has a minimum inside. With p = 1/s, F = (p−θ)/(θ−θ²). The numerator of its derivative vanishes when

−(θ−θ²) − (p−θ)(1−2θ) = 0,
θ²−2pθ+p = 0.

The root below one is θ* = p−√(p²−p). Since p = 1/(1−ε), p²−p = ε/(1−ε)², and

θ* = (1−√ε)/(1−ε) = 1/(1+√ε).

There 1−sθ* = √ε and 1−θ* = √ε/(1+√ε). Inserting these gives

F(θ*) = (1+√ε)²/(1−ε) = (1+√ε)/(1−√ε).

Capacitive NDR therefore occurs somewhere on the curve when |b|/a exceeds this value. If ε tends to zero the threshold tends to one and moves towards full coverage. For ε = 0.05 it is 1.576, reached at θ = 0.817.

**7. Four states with the same current**

The temperature and current below are round values in the regime of gold plating from a sulfite-type bath; the suppressor constants are chosen freely. The parameters are T = 323 K, J = 2.00 mA/cm², η_h = 0.25 V, k_a = 0.50 s⁻¹, C = 30 μF/cm² and ε = 0.05. The thermal voltage is 27.83 mV, so a = 17.96 V⁻¹. All four states have η = η_h and θ = ½. Hence

j = 2.00(1−0.95×0.50) = 1.05 mA/cm²,
j_η = 17.96×1.05 = 18.9 mS/cm²,  R_t = 53.0 Ω cm²,
r = 0.50×0.50 = 0.25 s⁻¹,  Δj = 1.90 mA/cm².

A: b = 35.93 V⁻¹ and γ = 2. Then k = 0.25(4−2) = 0.50 s⁻¹ and

B = 35.93×0.25×1.90 = 17.1 mS/(cm² s).

B/j_η = 0.905 s⁻¹, so κ = 1.405 s⁻¹ and R_p = 53.0×0.50/1.405 = 18.9 Ω cm². The loop is inductive, its dc resistance is positive, and its height is 17.1 Ω cm². The equivalent inductance is 58.6 H cm².

B: b is unchanged and γ = 6. Now k = −0.50 s⁻¹ and κ = 0.405 s⁻¹, so R_p = −65.5 Ω cm². This is inductive NDR, with loop height 59.3 Ω cm² and negative real part below 0.45 rad/s. At this coverage and γ the required ratio b/a is 1.105; the state has 2.00. The folds lie at θ = 0.211 and 0.789, and the bistable window is 23 mV wide.

C: γ = 2 and b = −35.93 V⁻¹. Then k = 0.50 s⁻¹ and κ = −0.405 s⁻¹. The dc resistance is again −65.5 Ω cm², but the loop is capacitive. Relative to B, both k and B have changed sign. Replacing (k,B) by (−k,−B) in Y is the same as replacing i by −i, so the faradaic admittances of B and C are complex conjugates. At 0.6 rad/s their impedances are 15.95 ± 54.94i Ω cm², with the plus sign for B. The dc slope alone cannot tell them apart; the sign of the reactance can.

D: γ = 6 again, but b = 7.19 V⁻¹, so b/a = 0.40. Here k = −0.50 s⁻¹ and B/j_η = 0.181 s⁻¹, giving κ = −0.319 s⁻¹. The dc resistance is positive, 83.1 Ω cm², yet the state is unstable under both kinds of control. A self-accelerating coverage is therefore not enough to give a particular state NDR.

The loop formula was tested by integrating the nonlinear coverage equation at 0.2, 0.6 and 2.0 rad/s, without the double layer. The drive was a 0.1 mV potential oscillation for A and C and a 0.1 % current oscillation for B. The largest relative difference in impedance was 1.1×10⁻⁵.

For A, the double layer ends the inductive range at √(0.01707/(30×10⁻⁶)−0.25) = 23.85 rad/s. The loop would vanish altogether only for C above 68 mF/cm², far beyond the value used here.

**8. A uniform surface is a strong assumption**

Current control does not by itself keep state B uniform. Take two equal patches that share one interfacial potential, and let their coverages change by +u and −u. The current changes cancel, so η stays fixed, and

du/dt = −ku.

In B this difference grows at 0.50 s⁻¹ although the total current is constant. One patch becomes more active and the other more passive.

Give each patch its own series resistance R_s, fed from a common source. For the antisymmetric change the source potential stays fixed, so each patch obeys the stability conditions of section 4. Resistance above |R_p| = 65.5 Ω cm² then suppresses the growth of a small difference. This is a local result: |R_p| reaches 75 Ω cm² elsewhere on the middle branch, and at fixed source potential a patch keeps a second stable state just above the threshold (θ = 0.31 at 67 Ω cm²), which has gone at 79 Ω cm². Eigenvalues of the two-patch equations confirmed this: at 0.8|R_p| the uniform state was unstable, at 1.2|R_p| stable.

The inductive NDR derived in section 3 thus presupposes a surface that something keeps uniform. The splitting suggests how active and passive areas could arise during feature filling. That link is a conjecture here, since the model contains neither feature shape nor transport into a recess.

**9. The model beside a gold bath**

The temperature, current and metal concentration are rough values for a sulfite-type gold bath. The suppressor is generic: k_a, b, γ and ε are chosen, not measured for any molecule, and |b| = 1/T in cases A to C is a strong assumed potential dependence. Case B is therefore not a prediction that such a bath shows NDR. Uniformity is an assumption that state B itself puts in doubt, as section 8 showed. Its failure there also changes the resistance. With two equal patches at fixed total current, the coverages settle at 0.071 and 0.929, and the dc resistance becomes +38.1 Ω cm² instead of −65.5 Ω cm². A real surface may form another pattern, with another value.

Transport of gold ions can be estimated. For 0.08 mol/L, a diffusion coefficient of 5×10⁻⁶ cm²/s and a stagnant layer of 30 μm, the limiting current is j_lim = 12.9 mA/cm². Let K be the current density that the rate law gives at bulk concentration. Depletion reduces it to j = K(1−j/j_lim), so

j = K/(1+K/j_lim),
dj/dη = (dK/dη)/(1+K/j_lim)².

The sign of the dc slope is unchanged. With K/j_lim = 0.082 at the same η, the resistance in B grows in magnitude by the factor 1.082² = 1.17, to −76.6 Ω cm². At finite frequency the concentration change lags behind the current, which turns the phase of the faradaic impedance towards negative values. With diffusion included, the faradaic impedance of A changes by at most 17 % over the computed range 0.001 to 100 rad/s, and with the double layer its inductive range ends at about 20 instead of 24 rad/s.

Supply of suppressor slows the relaxation. Let S be the largest supply rate, in full layers per second, and x the surface concentration relative to the bulk. Net uptake is g = S(1−x), and depletion lowers adsorption by r(1−x). If g₀ is the rate without depletion,

g = g₀−rg/S,  hence g = g₀/(1+r/S).

For 100 μmol/L, a diffusion coefficient of 10⁻⁶ cm²/s and a full layer of 10⁻¹¹ mol/cm², r/S = 0.075. In A, k falls from 0.50 to 0.465 s⁻¹. Both derivatives of g shrink by the same factor, so the dc resistance does not change. This is a quasi-steady estimate: the diffusion time (30 μm)²/(10⁻⁶ cm²/s) = 9 s is longer than 1/k = 2 s, so the estimate overstates the effect on the impedance at frequencies near k and above, and it does not give a corrected spectrum. With time-dependent diffusion the single rate in A is replaced by several, the slowest two being 0.26 and 0.53 s⁻¹, and at ω = k the change in impedance is about half the estimate.

Burial is a more delicate matter. One electron per gold atom and a lattice constant of 0.408 nm give a growth rate of 1.11 nm/s, or 4.7 close-packed layers per second. This is the mean rate, and the estimate below assumes that it governs burial; covered surface itself plates at only εJ, about 0.45 layers per second. An adsorbed molecule desorbs at r/θ = 0.50 s⁻¹. A burial chance of only 1.1 % per layer would already add 4.7×0.011 ≈ 0.05 s⁻¹, a tenth of that rate. The numbers given here therefore hold only for suppressor that floats on the growing metal almost without loss.

Three smaller points remain. The back reaction is 1.3×10⁻⁴ of the forward one. If full coverage changes the double-layer charge by an assumed 10 μC/cm² (a generous value, about ten elementary charges per molecule in the full layer above), the associated current is 0.26 % of the coverage-controlled current at ω = 0.50 rad/s, but about 13 % at 24 rad/s. It is a quarter period out of phase with that current, however. With q for this charge, its effect on the reactive part of the admittance is to change B by the fraction kq/Δj = 0.26 %, so the upper end of the inductive range moves by only about 0.1 %. Finally, 1 cm of solution with conductivity 0.05 S/cm has a resistance of 20 Ω cm². This is below 65.5 Ω cm², so it leaves C stable under potential control and does not stabilize B. A larger cell resistance would not keep B uniform either: it is shared by all patches, and the difference u of section 8 grows at 0.50 s⁻¹ whatever its size. A pattern of wavelength λ meets at most λ/(2πσ) through a solution of conductivity σ, which at 0.05 S/cm stays below 65.5 Ω cm² for λ under about 20 cm. The numerical output lists the values for all four states.

Calculated quantities

```
Temperature 323 K; thermal voltage 27.83 mV
Plating factor a 17.96 1/V; covered-surface activity eps 0.05
Bare current at eta_h, J 2.00 mA/cm2; eta_h 0.25 V
Adsorption rate ka 0.50 1/s; double layer 30 uF/cm2
All cases: coverage 0.50; current 1.050 mA/cm2
All cases: exchange rate r 0.250 1/s; delta_j 1.900 mA/cm2
All cases: frozen-coverage resistance Rt 53.02 ohm cm2
A: b 35.93 1/V; b/a 2.00; gamma 2.0; k 0.500 1/s
A: kappa 1.405 1/s; B 17.065 mS/(cm2 s)
A: dc conductance 52.99 mS/cm2; Rp 18.87 ohm cm2
A: branch L 58.60 H cm2; branch R_L 29.30 ohm cm2
B: b 35.93 1/V; b/a 2.00; gamma 6.0; k -0.500 1/s
B: kappa 0.405 1/s; B 17.065 mS/(cm2 s)
B: dc conductance -15.27 mS/cm2; Rp -65.49 ohm cm2
B: branch L 58.60 H cm2; branch R_L -29.30 ohm cm2
C: b -35.93 1/V; b/a -2.00; gamma 2.0; k 0.500 1/s
C: kappa -0.405 1/s; B -17.065 mS/(cm2 s)
C: dc conductance -15.27 mS/cm2; Rp -65.49 ohm cm2
C: branch L -58.60 H cm2; branch R_L -29.30 ohm cm2
D: b 7.19 1/V; b/a 0.40; gamma 6.0; k -0.500 1/s
D: kappa -0.319 1/s; B 3.413 mS/(cm2 s)
D: dc conductance 12.04 mS/cm2; Rp 83.09 ohm cm2
D: branch L 292.99 H cm2; branch R_L -146.49 ohm cm2
A: Z at 0.6 rad/s = 24.14 +12.33i ohm cm2
B: Z at 0.6 rad/s = 15.95 +54.94i ohm cm2
C: Z at 0.6 rad/s = 15.95 -54.94i ohm cm2
Largest relative error, time integration against loop: 1.1e-05
A: loop height 17.07 ohm cm2
B: loop height 59.25 ohm cm2
B: Re Z negative below 0.450 rad/s
A: inductive below 23.85 rad/s; largest C for loop 68.3 mF/cm2
Critical series resistance: B 65.49, C 65.49 ohm cm2
B: fold coverages 0.211 and 0.789
B: width of bistable window 23.11 mV
Inductive NDR at half coverage, gamma 6: b/a above 1.105
Capacitive NDR, gamma 0: |b|/a above 1.576, first at coverage 0.817
B: two-patch growth rate at fixed total current 0.500 1/s
Inputs: gold ions 0.08 mol/L; D 5e-06 cm2/s; layer 30 um
Gold-ion limiting current 12.86 mA/cm2; j/j_lim 0.082
Diffusion time 1.80 s; largest change of Z in A 17.0 %
With diffusion: A inductive below 20.25 rad/s; B Rp -76.62 ohm cm2
Inputs: suppressor 100 umol/L; D 1e-06 cm2/s; full layer 1e-11 mol/cm2
Suppressor supply: slowing ratio 0.075; k in A becomes 0.465 1/s
Gold lattice constant 0.408 nm; growth 1.11 nm/s; 4.72 layers/s
Burial chance per layer giving 10 % of desorption 1.06 %
Back reaction relative to forward 1.3e-04
Coverage-dependent charge (input) 10 uC/cm2
Its current relative to delta_j: 0.26 % at k, 12.6 % at crossing
Cell resistance, 1 cm at 0.05 S/cm: 20 ohm cm2
B: interaction energy gamma kT 0.167 eV; gamma reaches 4 at 484 K
```
